# Rashba Landau levels as a Jaynes-Cummings problem, and α from two densities: a numerical check

```python
# RESULT UNDER TEST
# Rashba electrons (charge -e, mass m) in a field B along +z:
#   H = Pi^2/2m + (alpha/hbar)(sx Pi_y - sy Pi_x) + g muB B sz/2
# have levels E_0 = d/2 and E_n(+-) = n hbar wc +- sqrt(d^2/4 + 2 alpha^2 n/l^2),
# with d = hbar wc - g muB B and l the magnetic length.
# The two low-field oscillation frequencies f give densities n = e f/h and
#   |alpha| = (hbar^2 sqrt(pi)/m) (sqrt(n_outer) - sqrt(n_inner)).
# "inner" is the upper spin branch (+1), "outer" the lower branch (-1).
# Internal units: meV, nm, tesla; densities in nm^-2 (1 nm^-2 = 1e14 cm^-2).
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.signal import find_peaks
from scipy.special import expit

mass_ratio, g_factor, alpha, n_s = 0.05, -8.0, 10.0, 0.02
mass = mass_ratio * const.m_e
hb2_m = const.hbar**2 / mass / const.e * 1e21        # hbar^2/m, meV nm^2
cyc = const.hbar / mass * 1e3                        # hbar wc per tesla, meV
mu_B = const.physical_constants['Bohr magneton in eV/T'][0] * 1e3
e_h = const.e / const.h * 1e-18                      # e/h, nm^-2 per tesla
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0, -1.0]).astype(complex)


def length(B):
    return np.sqrt(const.hbar / (const.e * B)) * 1e9


def detuning(B, g):
    return cyc * B - g * mu_B * B


def level(n, branch, B, al=alpha, g=g_factor):
    root = np.sqrt(detuning(B, g)**2 / 4 + 2 * al**2 * n / length(B)**2)
    return cyc * B * n + branch * root


def alpha_from_densities(n_outer, n_inner):
    return hb2_m * np.sqrt(np.pi) * (np.sqrt(n_outer) - np.sqrt(n_inner))


# --- Landau levels: real-space Hamiltonian in Landau gauge, sinc grid ---
size, step = 141, 0.18
xi = (np.arange(size) - size // 2) * step            # position in units of l
diff = np.subtract.outer(np.arange(size), np.arange(size))
safe = np.where(diff == 0, 1, diff)
sign = np.where(diff % 2 == 0, 1.0, -1.0)
P = -1j * np.where(diff == 0, 0.0, sign / (step * safe))
P2 = np.where(diff == 0, np.pi**2 / (3 * step**2),
              2 * sign / (step * safe)**2)
X = np.diag(xi)


def grid_hamiltonian(B, al, g):
    l = length(B)
    return (np.kron(np.eye(2), hb2_m / (2 * l**2) * (P2 + X @ X))
            + al / l * (np.kron(sx, X) - np.kron(sy, P))
            + g * mu_B * B / 2 * np.kron(sz, np.eye(size)))


fock = [np.exp(-xi**2 / 2).astype(complex)]
fock[0] /= np.linalg.norm(fock[0])
raise_op = (P + 1j * X) / np.sqrt(2)
for n in range(1, 6):
    fock.append(raise_op @ fock[-1] / np.sqrt(n))

B1 = 1.0
g_res = 2 / mass_ratio
worst_level = worst_state = 0.0
for al, g in [(alpha, g_factor), (30.0, 0.0), (-20.0, 5.0), (alpha, g_res)]:
    H = grid_hamiltonian(B1, al, g)
    values, vectors = np.linalg.eigh(H)
    ladder = np.arange(1, 80)
    formula = np.sort(np.concatenate([[detuning(B1, g) / 2],
                                      level(ladder, 1, B1, al, g),
                                      level(ladder, -1, B1, al, g)]))
    worst_level = max(worst_level, np.max(np.abs(values[:16] - formula[:16])))
    for n in range(1, 5):
        G = np.sqrt(2 * n) * al / length(B1)
        theta = np.arctan2(G, detuning(B1, g) / 2)
        c, s = np.cos(theta / 2), np.sin(theta / 2)
        plus = np.concatenate([1j * s * fock[n - 1], c * fock[n]])
        minus = np.concatenate([c * fock[n - 1], 1j * s * fock[n]])
        for branch, state in [(1, plus), (-1, minus)]:
            miss = H @ state - level(n, branch, B1, al, g) * state
            worst_state = max(worst_state, np.linalg.norm(miss))
    if g == g_factor:
        vec = vectors[:, np.argmin(np.abs(values - level(1, 1, B1)))]
        spin_grid = np.real(vec.conj() @ np.kron(sz, np.eye(size)) @ vec)
        S1 = level(1, 1, B1) - cyc * B1
        assert abs(spin_grid + detuning(B1, g) / (2 * S1)) < 1e-7
assert worst_level < 1e-7 and worst_state < 1e-6

# --- zero field: Fermi circles by root finding on the 2x2 matrix ---
k_al = alpha / hb2_m
E_al = alpha**2 / (2 * hb2_m)
E_F = np.pi * hb2_m * n_s - 2 * E_al


def band(k, branch, angle):
    kx, ky = k * np.cos(angle), k * np.sin(angle)
    h = hb2_m / 2 * k**2 * np.eye(2) + alpha * (sx * ky - sy * kx)
    return np.linalg.eigvalsh(h)[1 if branch == 1 else 0]


def fermi_k(energy, branch, angle=0.7, low=0.0):
    return brentq(lambda k: band(k, branch, angle) - energy, low, 2.0,
                  xtol=1e-14)


k_in, k_out = fermi_k(E_F, 1), fermi_k(E_F, -1)
assert abs(fermi_k(E_F, 1, 2.3) - k_in) < 1e-11
assert abs(fermi_k(E_F, -1, 2.3) - k_out) < 1e-11
n_in, n_out = k_in**2 / (4 * np.pi), k_out**2 / (4 * np.pi)
dn = n_out - n_in
assert abs(n_in + n_out - n_s) < 1e-11
assert abs(alpha_from_densities(n_out, n_in) - alpha) < 1e-7
alpha_density_form = hb2_m * dn * np.sqrt(
    np.pi / (n_s + np.sqrt(n_s**2 - dn**2)))
assert abs(alpha_density_form - alpha) < 1e-7
n_min = k_al**2 / np.pi
assert abs(fermi_k(0.0, -1, low=k_al)**2 / (4 * np.pi) / n_min - 1) < 1e-8

# approximate density formulas and their leading errors
alpha_small = hb2_m * dn * np.sqrt(np.pi / (2 * n_s))
alpha_variant = hb2_m * dn * np.sqrt(np.pi / (2 * (n_s - dn)))
err_small, err_variant = alpha_small / alpha - 1, alpha_variant / alpha - 1
ratio = dn / n_s
assert abs(err_small + ratio**2 / 8) < ratio**4
assert abs(err_variant - ratio / 2) < ratio**2

# --- smooth density in a field: thermal sum over all Landau levels ---
kT = 3.0
for B in (0.6, 1.0):
    ladder = np.arange(1, 500)
    count = expit((E_F - detuning(B, g_factor) / 2) / kT)
    for branch in (1, -1):
        count += expit((E_F - level(ladder, branch, B)) / kT).sum()
    assert abs(e_h * B * count / n_s - 1) < 1e-8

# --- oscillation index: where the levels cross the Fermi energy ---
f_in, f_out = n_in / e_h, n_out / e_h
df = f_out - f_in
eta = 1 - g_factor * mass_ratio / 2


def index(inverse_B, branch):
    B = 1 / inverse_B
    return brentq(lambda v: level(v, branch, B) - E_F, 0.0,
                  3 * E_F / (cyc * B), xtol=1e-12)


for B in (0.2, 0.5, 1.0, 3.0):
    v_in, v_out = index(1 / B, 1), index(1 / B, -1)
    # g = 2 m_e muB/(e hbar) is exact only to the rounding of the constants
    assert abs(v_in + v_out - n_s / (e_h * B)) < 1e-6
    assert abs(v_out - v_in - np.sqrt((df / B)**2 + eta**2)) < 1e-6

h = 1e-3
loc_in, loc_out = [(index(1 / B1 + h, b) - index(1 / B1 - h, b)) / (2 * h)
                   for b in (1, -1)]
df_local = df / np.sqrt(1 + (eta * B1 / df)**2)
assert abs(loc_out - loc_in - df_local) < 1e-4
alpha_local = alpha_from_densities(e_h * loc_out, e_h * loc_in)
assert alpha_local < alpha

# --- simulated oscillations: broadened levels, Fourier transform in 1/B ---
width = 0.1                                          # Lorentzian half-width
inv_B = np.linspace(2.0, 8.0, 4000)
fields = 1 / inv_B
ladder = np.arange(1, 501)
dos = width / np.pi / ((E_F - detuning(fields, g_factor) / 2)**2 + width**2)
for branch in (1, -1):
    E = level(ladder[None, :], branch, fields[:, None])
    dos += (width / np.pi / ((E_F - E)**2 + width**2)).sum(axis=1)
dos *= e_h * fields
signal = (dos - dos.mean()) * np.hanning(len(dos))
pad = 2**20
power = np.abs(np.fft.rfft(signal, pad))
freq = np.fft.rfftfreq(pad, inv_B[1] - inv_B[0])
keep = (freq > 20) & (freq < 60)
power, freq = power[keep], freq[keep]
peaks, _ = find_peaks(power, height=0.5 * power.max())
assert len(peaks) == 2
peak_in, peak_out = freq[peaks]
alpha_sdh = alpha_from_densities(e_h * peak_out, e_h * peak_in)
# finite-field window and finite Fourier resolution limit the agreement
assert abs(alpha_sdh / alpha - 1) < 0.02

# --- printed numbers ---
cm = 100.0                                           # nm^-2 -> 1e12 cm^-2
print(f"mass m/m_e = {mass_ratio:.2f}, g = {g_factor:.1f}")
print(f"input alpha = {alpha:.3f} meV nm = {alpha*1e-12:.3e} eV m")
print(f"total density n_s = {n_s*cm:.3f} x 1e12 cm^-2")
print(f"hbar^2/m = {hb2_m:.2f} meV nm^2")
print(f"LEVELS at B = {B1:.1f} T")
print(f"magnetic length l = {length(B1):.3f} nm")
print(f"hbar omega_c = {cyc*B1:.4f} meV")
print(f"Zeeman energy g muB B = {g_factor*mu_B*B1:.4f} meV")
print(f"detuning delta = {detuning(B1, g_factor):.4f} meV")
print(f"coupling G_1 = {np.sqrt(2)*alpha/length(B1):.4f} meV")
print(f"E_0 = {detuning(B1, g_factor)/2:.4f} meV")
for n in (1, 2, 3):
    print(f"E_{n}- = {level(n,-1,B1):.4f} meV, E_{n}+ = {level(n,1,B1):.4f} meV")
print(f"<sigma_z> in state 1+ = {spin_grid:.4f}")
print(f"resonant g = 2 m_e/m = {g_res:.1f}")
print(f"largest level error, grid vs formula = {worst_level:.1e} meV")
print("ZERO FIELD")
print(f"k_alpha = {k_al:.6f} nm^-1, E_alpha = {E_al:.5f} meV")
print(f"Fermi energy E_F = {E_F:.3f} meV")
print(f"k_+ = {k_in:.6f} nm^-1, k_- = {k_out:.6f} nm^-1")
print(f"n_+ = {n_in*cm:.5f} x 1e12 cm^-2")
print(f"n_- = {n_out*cm:.5f} x 1e12 cm^-2")
print(f"Delta n = {dn*cm:.5f} x 1e12 cm^-2, Delta n/n_s = {ratio:.5f}")
print(f"minimum n_s for two branches = {n_min*cm:.5f} x 1e12 cm^-2")
print(f"f_+ = {f_in:.3f} T, f_- = {f_out:.3f} T, Delta f = {df:.3f} T")
print(f"alpha from exact densities = {alpha_density_form:.4f} meV nm")
print(f"error of small-Delta n formula = {100*err_small:.4f} percent")
print(f"error of n_s - Delta n variant = {100*err_variant:.3f} percent")
print("SIMULATED OSCILLATIONS")
print(f"field window {fields[-1]:.3f} to {fields[0]:.3f} T")
print(f"level half-width = {width:.2f} meV")
print(f"Fourier peaks at {peak_in:.3f} T and {peak_out:.3f} T")
print(f"n_+ from peak = {e_h*peak_in*cm:.5f} x 1e12 cm^-2")
print(f"n_- from peak = {e_h*peak_out*cm:.5f} x 1e12 cm^-2")
print(f"recovered alpha = {alpha_sdh:.3f} meV nm = {alpha_sdh*1e-12:.3e} eV m")
print(f"deviation from input = {100*(alpha_sdh/alpha-1):.2f} percent")
print("FINITE-FIELD BIAS")
print(f"eta = 1 - g m/(2 m_e) = {eta:.3f}")
print(f"local Delta f at {B1:.1f} T = {loc_out-loc_in:.3f} T")
print(f"alpha read at {B1:.1f} T = {alpha_local:.3f} meV nm")
print(f"bias at {B1:.1f} T = {100*(alpha_local/alpha-1):.2f} percent")
print("all good")
```

Printed output:

```
mass m/m_e = 0.05, g = -8.0
input alpha = 10.000 meV nm = 1.000e-11 eV m
total density n_s = 2.000 x 1e12 cm^-2
hbar^2/m = 1523.99 meV nm^2
LEVELS at B = 1.0 T
magnetic length l = 25.656 nm
hbar omega_c = 2.3154 meV
Zeeman energy g muB B = -0.4631 meV
detuning delta = 2.7784 meV
coupling G_1 = 0.5512 meV
E_0 = 1.3892 meV
E_1- = 0.8208 meV, E_1+ = 3.8099 meV
E_2- = 3.0377 meV, E_2+ = 6.2237 meV
E_3- = 5.2604 meV, E_3+ = 8.6317 meV
<sigma_z> in state 1+ = -0.9295
resonant g = 2 m_e/m = 40.0
largest level error, grid vs formula = 1.3e-13 meV
ZERO FIELD
k_alpha = 0.006562 nm^-1, E_alpha = 0.03281 meV
Fermi energy E_F = 95.690 meV
k_+ = 0.347868 nm^-1, k_- = 0.360992 nm^-1
n_+ = 0.96299 x 1e12 cm^-2
n_- = 1.03701 x 1e12 cm^-2
Delta n = 0.07403 x 1e12 cm^-2, Delta n/n_s = 0.03701
minimum n_s for two branches = 0.00137 x 1e12 cm^-2
f_+ = 39.826 T, f_- = 42.887 T, Delta f = 3.062 T
alpha from exact densities = 10.0000 meV nm
error of small-Delta n formula = -0.0171 percent
error of n_s - Delta n variant = 1.886 percent
SIMULATED OSCILLATIONS
field window 0.125 to 0.500 T
level half-width = 0.10 meV
Fourier peaks at 39.832 T and 42.882 T
n_+ from peak = 0.96313 x 1e12 cm^-2
n_- from peak = 1.03688 x 1e12 cm^-2
recovered alpha = 9.961 meV nm = 9.961e-12 eV m
deviation from input = -0.39 percent
FINITE-FIELD BIAS
eta = 1 - g m/(2 m_e) = 1.200
local Delta f at 1.0 T = 2.850 T
alpha read at 1.0 T = 9.310 meV nm
bias at 1.0 T = -6.90 percent
all good
```
